Crossbar read sensitivity to every cell from one nodal solve

A 16 × 16 resistive crossbar is read at 0.2 V and draws 36.9 µA. The cell being read accounts for less than half a percent of the dissipated power; the rest goes into other cells, wires and drivers. To judge the read, one must know how strongly the current responds to each of the 256 cells. Power shares do not answer this: they would dismiss the selected cell, whose switching changes the current by 16 µA. Perturbing the cells one at a time does answer it, but central differences take 512 further solutions of the network, and each needs a step that is neither too large for the derivative nor too small for the arithmetic.

The voltages of the unperturbed network already contain all the derivatives. For linear cells read between two terminals, the derivative of the read conductance with respect to a cell's conductance is the square of a ratio: that cell's voltage over the read voltage.

**Four cells by hand**

Take two word lines and two bit lines with ideal wires. Word line 1 is held at the read voltage V and bit line 1 at zero. Word line 2 and bit line 2 float. The cells are

a = 1 µS, word 1 to bit 1 (selected)
b = 2 µS, word 1 to bit 2
d = 3 µS, word 2 to bit 2
c = 6 µS, word 2 to bit 1

Measure potentials in units of V, and let q be the potential of bit line 2 and p that of word line 2. No net current enters a floating line, so

b(1 − q) = d(q − p) = c p.

The second equality reads 3(q − p) = 6p, so q = 3p. The first then gives 2(1 − 3p) = 6p, hence p = 1/6 and q = 1/2. The normalized voltages x, in magnitude, are

x_a = 1, x_b = 1/2, x_d = 1/3, x_c = 1/6.

The current in d runs from bit line to word line, opposite to that in the selected cell. Squaring removes this sign.

The read conductance G = I/V is a in parallel with the sneak path b, d, c in series:

G = a + S, with 1/S = 1/b + 1/d + 1/c = 1 µS⁻¹,

so G = 2 µS. Differentiating 1/S with respect to b gives −(1/S²) dS/db = −1/b², hence

dG/db = (S/b)² = 1/4.

The sneak path carries the current S in units of V, so S/b is the voltage across b, and the derivative is x_b². The same holds for c and d, and dG/da = 1 = x_a². Weighting the squares by the conductances returns G:

1·1 + 2/4 + 3/9 + 6/36 = 2 µS.

**The general network**

A real array has wire resistance and no simple series path. Treat every cell, wire segment and driver as a branch e with constant conductance g_e > 0. The source terminal has potential φ = 1 and the sense terminal φ = 0, in units of V. All other nodes are free, and each is connected to a terminal through some branches.

Give each branch a direction, and let B_en be +1 if branch e leaves node n, −1 if it enters it, and 0 otherwise. The normalized drop is

x_e = Σ_n B_en φ_n.

Let J_n be the current supplied to node n from outside, divided by V. Current conservation reads

Σ_e B_en g_e x_e = J_n,

with J = G at the source, −G at the sense terminal and 0 at free nodes. Multiply by φ_n and sum over nodes. On the left, the sum over n turns B_en φ_n into x_e; on the right, the source term alone survives:

G = Σ_e g_e x_e².

This is the power balance divided by V². Now change g_k alone, holding the terminal potentials fixed, and mark derivatives with respect to g_k by a prime:

dG/dg_k = x_k² + 2 Σ_e g_e x_e x′_e.

Since x′_e = Σ_n B_en φ′_n, the last sum equals Σ_n φ′_n J_n. At the terminals φ′ = 0, because the potentials are held; at free nodes J = 0. The sum vanishes, and

dG/dg_k = x_k².

The voltages do rearrange when a cell changes, but to first order this rearrangement does not affect G. The derivative is dimensionless and never negative, so raising any conductance cannot lower G. With the derivatives inserted, the power balance becomes a sum rule, G = Σ_e g_e dG/dg_e, which must include the wires and drivers.

**The algorithm**

1. List the branches with their end nodes and conductances, drivers included.
2. Let F hold the columns of B for the free nodes, D the diagonal matrix of conductances, and s the source column of B. With u the free potentials, x = s + F u. Current conservation at the free nodes, FᵀD x = 0, becomes

(FᵀD F) u = −FᵀD s.

3. Solve once, form x and square its cell entries.
4. Compute G from the current leaving the source and compare it with Σ g_e x_e².

The matrix in step 2 is invertible. If FᵀDF u = 0, then uᵀFᵀDF u = 0 is a sum of positive conductances times squared drops, so every drop is zero. All free nodes then share the potential of the terminal they connect to, which is zero in this homogeneous problem.

**Finite changes and the difference test**

A difference quotient uses finite steps, so its error should be known. Let g_k change by δ, let f be row k of F written as a column, and let L = FᵀDF. If the free potentials change by w, current conservation requires

L w + δ f (x_k + fᵀw) = 0.

The bracket is the new drop x̃_k. Solving for w and multiplying by fᵀ gives

x̃_k − x_k = −δ R_k x̃_k, with R_k = fᵀL⁻¹f,

so x̃_k = x_k/(1 + δR_k). Here R_k is the resistance measured across cell k, the cell included, with both terminals grounded. The slope along the way is x̃_k², and integrating it from 0 to δ yields

ΔG = δ x_k²/(1 + δR_k).

In the four-cell example, raise b from 2 to 4 µS. Across b lie b itself and the series pair c, d, which is worth 2 µS, so R_b = 1/4 µS⁻¹. Then ΔG = 2·(1/4)/(1 + 2/4) = 1/3 µS. Directly, 1/S = 1/4 + 1/3 + 1/6 = 3/4 µS⁻¹, so S rises from 1 to 4/3 µS, as predicted. The first-order estimate would be 1/2 µS.

The product g_k R_k is at most 1. To see this, ground the terminals and pass unit current through the network from one end of cell k to the other. The total power is R_k, and the cell's part of it, g_k R_k², cannot exceed the total. For a central difference with steps ±h g_k, the two finite-change formulas combine to

[G(+) − G(−)]/(2h g_k) = x_k²/[1 − (h g_k R_k)²].

The quotient is too large by at most the fraction h²/(1 − h²) of x_k². In addition, a rounding error of up to ε in each computed G can add ε/(h g_k), which is largest for the least conducting cells. A smaller h reduces the first error and raises the second.

**A limit solved in closed form**

Let all N² cells equal g, with ideal wires and no drivers, and put m = N − 1. By symmetry the floating word lines share one potential and the floating bit lines another. The sneak path is then m cells in parallel, then m², then m, with total resistance

(1/m + 1/m² + 1/m)/g = (2m + 1)/(m² g).

Adding the selected cell in parallel,

G = g[1 + m²/(2m + 1)] = g(m + 1)²/(2m + 1) = gN²/(2N − 1).

The drops divide as the resistances. A half-selected cell, which shares one line with the selected cell, has x = m/(2m + 1), and an unselected cell has magnitude 1/(2m + 1). The sensitivities are therefore 1, [(N − 1)/(2N − 1)]² and 1/(2N − 1)². For N = 16, G/g = 256/31 = 8.258, with sensitivities 0.234 for half-selected and 0.00104 for unselected cells. The nodal solution reproduces these values. For large N the half-selected value tends to 1/4, while the unselected one falls as 1/(4N²).

**A 16 × 16 array with stored data**

Now let the cells have 1 µS or 100 µS, the wire segments 2 Ω and the two drivers 200 Ω each. Rows i (word lines) and columns j (bit lines) count from 0. A cell is in the high-conductance state if (i² + ij + 3j²) mod 7 is below 3, except that the selected cell (3,12) is set low. This gives 91 high cells, of which 9 lie in the selected row and 3 in the selected column. The word-line driver sits at column 0 and the sense driver at row 15.

One solve gives G = 184.58 µS, and the sum rule returns the same value. The selected cell has x = 0.9216, so its sensitivity is 0.8494, although its share of G is only 1 × 0.8494/184.58 = 0.46 %. Share and sensitivity differ by the factor g_k/G, which is small for a poorly conducting cell. The column's half-selected cells hold 59 % of G, the row's 21 %, the unselected cells 12 % and the drivers 7.4 %.

The mean sensitivity is 0.476 for half-selected cells in the column but 0.041 in the row. A lumped estimate accounts roughly for this contrast. Tie all floating word lines together, tie all floating bit lines together, and neglect the wires. The row group then has 9 × 100 + 6 × 1 = 906 µS, the column group 3 × 100 + 12 × 1 = 312 µS, and the unselected group 79 × 100 + 146 × 1 = 8046 µS. In series, the column group, being the more resistive, takes 72 % of the sneak-path voltage and the row group 25 %. Including the drivers, the lumped circuit gives 208 µS. This lies above the computed G, as it must, since tying lines together and removing wire resistance only add conductance. Its half-selected sensitivities are 0.44 in the column and 0.052 in the row, against the computed means of 0.476 and 0.041. For unselected cells the lumped estimate of x² is about 0.0007, while the computed mean is 0.0055: the potentials of the floating lines vary by more than the small drop between the two lumped groups, and the lumped picture fails for these cells.

Central differences with h = 0.05 were taken for all 256 cells. The truncation bound is 0.25 % of x_k², and a rounding error of 10⁻¹³ S was allowed in each conductance. Every cell agreed within these limits, and the largest absolute deviation was 6 × 10⁻⁵. The rounding allowance, 2 × 10⁻⁶ for a low cell and 2 × 10⁻⁸ for a high one, is the larger limit for 49 cells, and for 4 cells the allowed deviation exceeds x² itself, so the test says little about the least sensitive cells. For the selected cell, R = 415 Ω gives gR = 0.0004, and the two values coincide in all printed digits. A 3 × 3 array with unequal cells of 1 to 89 µS and the same wires and drivers was also treated with 50-digit arithmetic and a relative step of 10⁻¹². The worst relative error there was 6 × 10⁻²⁵, within the truncation bound of 10⁻²⁴.

Switching the selected cell to its high state means δ = 99 µS. First order gives 99 × 0.8494 = 84.1 µS. With δR = 99 × 10⁻⁶ × 414.66 = 0.0411, the finite-change formula gives 84.09/1.0411 = 80.8 µS, and a new solve agrees. This read window is 44 % of G, or 16.2 µA.

**Using the sensitivities**

G is a concave function of the conductances. Take trial potentials that differ from the true ones by η_n, zero at the terminals, with branch drops η_e. Then Σ g_e(x_e + η_e)² = G + Σ g_e η_e², because the cross term vanishes as before. The true potentials thus minimize the power. Using the old potentials as a trial for new conductances g̃,

G(g̃) ≤ Σ g̃_e x_e² = G + Σ (g̃_e − g_e) x_e².

In a two-terminal read of linear cells, a first-order prediction is never too low. Consider the high cell (6,12) in the selected column, with x² = 0.304. Switching it low changes G by −99 × 0.304 = −30 µS to first order, so the true drop is at least 30 µS. Solving again gives 41.6 µS, so one stored bit elsewhere in this array moves the read by about half of the window. Over all 256 cells, a full switch changes G by 0.48 to 2.4 times the first-order value: the squares describe small changes, and a full switch needs R_k as well.

For small independent variations with the same relative standard deviation σ in every cell, the variances add:

std(G) = σ [Σ_k (g_k x_k²)²]^(1/2), summed over the cells.

With σ = 5 % and the data pattern held fixed, this gives 3.09 µS. A sample of 400 varied arrays gives 3.15 µS, and the difference is within the sampling error of about 3.5 %.

**More than two terminals**

The square applies to the whole current between two potentials. In a V/2 read the unselected lines are held at half the read voltage, and the sense current is only one of three terminal currents. Let x be the actual normalized drops, and let w be the drops of the same network with the sense terminal at 0 and every other terminal at 1, with node potentials ψ. Multiplying current conservation for x by ψ_n and summing gives

Σ_e g_e x_e w_e = Σ_n ψ_n J_n = I_sense/V,

since the currents supplied at the other terminals all leave at the sense terminal. On differentiation, the terms with x′ and w′ vanish by the earlier argument, each set of potentials being fixed at the terminals and each set of currents balanced at the free nodes. Therefore

d(I_sense/V)/dg_k = x_k w_k.

This needs a second solve with the same matrix. With two terminals w = x, and the square returns. Unlike the square, the product can be negative; for such a cell a higher conductance lowers the sense current, and the first-order prediction is too low. In the example below this happens for 186 of the 256 cells, though with magnitudes of at most about 10⁻⁴.

With 200 Ω drivers on all lines of the example, finite differences confirm the product for three cells. For the half-selected cell (3,0) in the row, the sensitivity is 0.0003, while the square would give 0.174: both its lines are held near potentials that count as 1 in w, so its current hardly reaches the sense terminal. For (6,12) in the column, the sensitivity is 0.424 and the square 0.212. There x is near 1/2 but w near 1, so the square is too small by a factor of about two.

**How the model compares with real devices**

The parameters are rough values in the regime of filamentary hafnium-oxide memory at a low read voltage. The high state is 1.3 conductance quanta, as for a very narrow filament. The array is small and has no selectors. In larger arrays the sneak conductance grows, and selectors can suppress it. The growth as gN/2 in the closed form above holds only while wires and drivers are negligible. The two drivers alone cap G at 1/(400 Ω) = 2500 µS. With the selected cell at the same relative position and all cells at 100 µS, G/g is 6.1 at N = 16 and 14.3 at N = 128, against 8.3 and 64.3 from the closed form; with all cells at 1 µS it is 62.0 at N = 128. The assumption that selectors break is linearity. For the bare cells, a current law g v₀ sinh(v/v₀), which keeps the conductance g at small voltage, with v₀ = 0.25 V in the low state and 1 V in the high state, raises G by 0.37 %. Weighting the changes in cell conductance by x² predicts this shift to within 0.4 % of itself. The sensitivities of low cells at a large drop move more than G does. The selected cell sees 0.184 V, so its current exceeds g v by the factor sinh(a)/a ≈ 1.09 with a = 0.184/0.25, and dG/dg_k is 0.927 against x² = 0.849. For the high cells (6,12) and (3,0) the square stays within about 1 %.

With strongly nonlinear selectors the square is no longer sufficient. Let a parameter change alter the current of cell k by s_k at fixed voltage, and let γ_e be the differential conductances at the operating point. The branch currents change by γ_e δv_e, plus s_k in cell k. Multiply by the drops w_e of the two-terminal network built from the γ_e and sum. The γ terms cancel, because δv comes from potentials that vanish at the terminals, and the total current changes by w_k s_k. For linear cells w = x and s_k = V x_k δg_k, which restores the square.

Other neglected effects are small here, within their own rough models. Heating from 300 K to 358 K multiplies the low-state conductance by 1.87 (activation energy 0.1 eV) and raises the high-state and wire resistances by 0.1 % and 0.3 % per kelvin. With the drivers unchanged, G falls by 1.1 %. The first-order estimate is −1.82 µS and the full result −1.98 µS, in the order that concavity requires. The small shift is a near cancellation that depends on the stored data: the high cells hold 88 % of G and lose 5.5 % of their conductance, while the low cells hold only 4.5 % of G but gain 87 %. At an assumed thermal resistance of 10⁶ K/W, the selected cell in its high state warms by about 3 K. That value suits heat spread over a radius of about 10 nm or released in the electrodes. If the power is released inside a filament of 1 nm radius in 5 nm of oxide with a thermal conductivity of 1 to 2 W/(m K), the thermal resistance is 2 to 3 × 10⁷ K/W and the warming roughly 50 to 100 K; at 3 × 10⁷ K/W the window falls from 80.8 to 75 µS, which is no longer negligible. The mean field across 5 nm of oxide is at most 0.37 MV/cm, well below the few MV/cm at which such oxides roughly break down, though a gap in a filament would concentrate it. Thermal noise in a 100 MHz bandwidth is 17 nA, and full shot noise in the cells would raise it to about 24 nA, against a window of 16 µA. With 0.11 fF per cell and 0.01 fF from each node to ground, the slowest settling time is 27 ps for this data pattern, so here a static calculation suffices for a read of some nanoseconds. Floating lines charge through the cells, so the time depends on the data and on the line loads: with all cells low it is 0.27 ns, and with a further 1 fF at the driver end of each line it is 1.3 ns, no longer short against such a read. Drift, random telegraph noise and switching during the read are left out. The numerical output below lists the main values of the 16 × 16 example; it does not list the lumped estimates, the switching of other cells, the larger arrays, the nonlinear sensitivities, the shares of high and low cells, the negative V/2 products, the shot noise, the narrow-filament heating or the settling times with all cells low.

Computed results

```
array 16 x 16, selected row 3, column 12 (from 0)
cells in high state: 91 of 256
high in selected row 9, column 3
cell states: 1 and 100 uS; read 0.2 V
wire segment 2.0 ohm, driver 200.0 ohm
read conductance G = 184.5844 uS, current 36.9169 uA
sum of g*sensitivity = 184.5844 uS
share of G, selected cell: 0.460 %
share, row half-selected: 20.683 %
share, column half-selected: 59.018 %
share, unselected cells: 12.086 %
share, wires: 0.369 %
share, drivers: 7.383 %
selected cell (3,12): x 0.92163, x^2 0.849400, difference 0.849400
row half cell (3,0): x 0.23496, x^2 0.055204, difference 0.055209
column half cell (6,12): x 0.55102, x^2 0.303620, difference 0.303679
mean x^2: row half 0.04067, column half 0.47617
unselected x^2: mean 5.504e-03, max 3.898e-02
relative step 0.05, bound on truncation 2.506e-03
largest |difference - x^2|, all cells: 5.95e-05
largest g*R of a cell: 0.5906
3 x 3 high precision, worst relative error: 6.1e-25
solves: 1 for x^2, 512 for central differences
selected cell R = 414.66 ohm
flip, first order: 84.0906 uS
flip, rank-one formula: 80.7747 uS
flip, solved again: 80.7747 uS
read window / G: 43.76 %
ideal wires, equal cells: G/g = 8.25806
ideal x^2: half 0.23413, unselected 0.001041
V/2 selected: difference 0.83473, x*w 0.83473, x^2 0.79048
V/2 row half: difference 0.00026, x*w 0.00026, x^2 0.17437
V/2 column half: difference 0.42368, x*w 0.42368, x^2 0.21205
cell spread 5 %: std of G predicted 3.0922 uS
std of G from 400 samples: 3.1517 uS
sinh scales: low state 0.25 V, high state 1.0 V
nonlinearity shifts G by 0.6746 uS (0.365 %)
  first-order estimate 0.6771 uS
low state: 0.1 eV activation, factor 1.874 at 358.15 K
coefficients: high state 0.001 /K, wires 0.003 /K, from 300.0 K
heat to 358.15 K shifts G by -1.9801 uS (-1.07 %)
  first-order estimate -1.8230 uS
self-heating at 1e+06 K/W, selected cell high: 3.13 K
largest oxide field, 5 nm: 0.369 MV/cm
thermal noise in 100 MHz: 17.49 nA
window current: 16.155 uA
capacitance: cell 0.1107 fF, node to ground 0.01 fF
slowest settling time: 26.62 ps
high state / conductance quantum: 1.291
```
